**Thermal diffusion time of a 2 µm silica layer**

For thickness \(L\), conductivity \(k\), volumetric heat capacity \(C\) and diffusivity \(D=k/C\), the program evaluates the diffusion time \(L^2/D\) and obtains 4.57 µs. It asserts that finite-volume heat networks reproduce the slowest exponential time \(4L^2/(\pi^2D)\), the mean residence time \(L^2/(2D)\), and the series for the hot-face temperature and for the heat left after a pulse. It also asserts that the simulated 90% settling time grows fourfold when \(L\) doubles. Further assertions cover a silicon film on the hot face, an equal oxide above the heated plane, and a silicon substrate in place of the ideal sink. For a heated strip 0.5 µm wide, a two-dimensional simulation is compared with the Fourier-integral formula, both for the steady resistance and for the 90% settling time. The output shows that the planar layer is 93.1% settled at \(L^2/D\), and the strip 98.3%. The values for silicon, the interface resistance, the temperature slope and the sound speed are rough inputs.

## Program and output

```python
"""Thermal diffusion time of a silica layer.

Result under test: a layer of thickness L, conductivity k and volumetric heat
capacity C, heated on one face and cooled on the other, settles on the scale
L^2/D with D = k/C. Its slowest exponential time is 4 L^2/(pi^2 D), and heat
released at the hot face leaves after L^2/(2 D) on average.
Units: um, us, K, uW, pJ (1 uW = 1 pJ/us). Responses are per unit power density.
Finite-volume heat networks provide the independent side of the tests.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

# Silica layer, converted from SI
k = 1.4 * 1e6 * 1e-6          # W/(m K) -> uW/(um K)
C = 1.6e6 * 1e12 * 1e-18      # J/(m^3 K) -> pJ/(um^3 K)
L = 2.0                       # um
rise = 20.0                   # steady temperature rise of the hot face, K
# Rough typical values for the surroundings
C_si, k_si, k_film = 1.7, 150.0, 60.0
film, strip = 0.22, 0.5       # silicon film thickness, strip width, um
R_interface = 0.01            # um^2 K/uW
k_slope = 0.0015              # relative change of silica conductivity per K
sound = 4000.0                # um/us

D = k / C
t_D = L**2 / D
t_slow = 4 * L**2 / (np.pi**2 * D)
t_mean = L**2 / (2 * D)


class HeatStack:
    """Finite-volume layers; insulated first face, last face at zero rise."""

    def __init__(self, widths, conductivities, capacities):
        w, kk, cc = map(np.asarray, (widths, conductivities, capacities))
        half = w / (2 * kk)
        links = 1 / np.append(half[:-1] + half[1:], half[-1])
        diagonal = links.copy()
        diagonal[1:] += links[:-1]
        self.cap = w * cc
        self.root = np.sqrt(self.cap)
        off = -links[:-1] / (self.root[:-1] * self.root[1:])
        self.rates, self.vec = eigh_tridiagonal(diagonal / self.cap, off)
        self.face = half[0]

    def hot_face(self, t):
        growth = -np.expm1(-self.rates * t) / self.rates
        return self.face + np.sum(self.vec[0]**2 * growth) / self.cap[0]

    def pulse_weights(self, cell):
        return (self.root @ self.vec) * self.vec[cell] / self.root[cell]

    def heat_left(self, t):
        return np.sum(self.pulse_weights(0) * np.exp(-self.rates * t))

    def mean_exit(self, cell=0):
        return np.sum(self.pulse_weights(cell) / self.rates)


def oxide(thickness, h=0.01):
    one = np.ones(round(thickness / h))
    return HeatStack(h * one, k * one, C * one)


def settled(t):
    m = np.arange(1, 400, 2)
    return 1 - 8 / np.pi**2 * np.sum(np.exp(-m**2 * t / t_slow) / m**2)


def remaining(t):
    n = np.arange(200)
    m = 2 * n + 1
    return 4 / np.pi * np.sum((-1.0)**n * np.exp(-m**2 * t / t_slow) / m)


# Planar layer: modes, responses, residence time, scaling
layer = oxide(L)
assert abs(1 / layer.rates[0] / t_slow - 1) < 1e-3
for t in (0.2, 1.0, t_D):
    assert abs(layer.hot_face(t) / (L / k) - settled(t)) < 2e-3
    assert abs(layer.heat_left(t) - remaining(t)) < 2e-3
assert abs(layer.mean_exit() / t_mean - 1) < 1e-3
t90 = brentq(lambda t: settled(t) - 0.9, 0.1, 20)


def simulated_t90(thickness):
    s = oxide(thickness)
    return brentq(lambda t: s.hot_face(t) * k / thickness - 0.9, 0.05, 60)


times90 = [simulated_t90(x) for x in (L / 2, L, 2 * L)]
assert abs(times90[1] / t90 - 1) < 2e-3
assert abs(times90[1] / times90[0] - 4) < 0.01
assert abs(times90[2] / times90[1] - 4) < 0.01
lumped = 1 - np.exp(-1.0)
assert layer.hot_face(t_D) * k / L > 0.9 > lumped

# Heat stored in the steady state, summed from the simulated pulse response
power = k * rise / L
stored = C * L * rise / 2
profile = rise * (1 - (np.arange(200) + 0.5) / 200)
assert abs(np.sum(layer.cap * profile) / stored - 1) < 1e-6
assert abs(stored / power / layer.mean_exit() - 1) < 1e-3

# Silicon film on the hot face
one = np.ones(200)
loaded = HeatStack(np.append(film, 0.01 * one), np.append(k_film, k * one),
                   np.append(C_si, C * one))
ratio = C * L / (C_si * film)
y = brentq(lambda z: z * np.sin(z) - ratio * np.cos(z), 0.1, np.pi / 2)
t_slow_film = L**2 / (D * y**2)
t_mean_film = t_mean + C_si * film * L / k
assert abs(1 / loaded.rates[0] / t_slow_film - 1) < 5e-3
assert abs(loaded.mean_exit() / t_mean_film - 1) < 5e-3

# Equal oxide above the heated plane
clad = oxide(2 * L)
clad_sim = (clad.mean_exit(199) + clad.mean_exit(200)) / 2
t_mean_clad = 3 * L**2 / (2 * D)
assert abs(clad_sim / t_mean_clad - 1) < 1e-3

# Silicon substrate instead of an ideal sink
ox, si = np.ones(200), np.ones(600)
real_sink = HeatStack(np.r_[0.01 * ox, 0.5 * si], np.r_[k * ox, k_si * si],
                      np.r_[C * ox, C_si * si])
extra = (real_sink.hot_face(t_D) - layer.hot_face(t_D)) * k / L
extra_bound = 2 * np.sqrt(t_D / np.pi) / np.sqrt(k_si * C_si) * k / L
assert 0 < extra < extra_bound

# Narrow heated strip: integral over lateral wavenumber p
p = np.linspace(1e-6, 400, 80001)
window = np.sinc(p * strip / (2 * np.pi))**2
R_strip = strip / np.pi * np.trapezoid(window * np.tanh(p * L) / (k * p), p) \
    if hasattr(np, "trapezoid") else \
    strip / np.pi * np.trapz(window * np.tanh(p * L) / (k * p), p)
p_low = np.linspace(0, 40, 4001)
window_low = np.sinc(p_low * strip / (2 * np.pi))**2
depth_modes = (np.arange(60) + 0.5) * np.pi / L
squares = p_low[:, None]**2 + depth_modes[None, :]**2


def strip_settled(t):
    lag = np.sum(2 / (k * L) * np.exp(-D * squares * t) / squares, axis=1)
    f = window_low * lag
    integral = (f.sum() - (f[0] + f[-1]) / 2) * (p_low[1] - p_low[0])
    return 1 - strip / np.pi * integral / R_strip


t90_strip = brentq(lambda t: strip_settled(t) - 0.9, 0.05, 20)
# Two-dimensional simulation of half the strip, by symmetry
h, nx, nz = 0.025, 320, 80
hot = round(strip / 2 / h)


def chain(n, last):
    d = 2 * np.ones(n)
    d[0], d[-1] = 1, last
    return diags([-np.ones(n - 1), d, -np.ones(n - 1)], [-1, 0, 1])


K = k * (kron(chain(nx, 1), identity(nz)) + kron(identity(nx), chain(nz, 3)))
source = np.zeros((nx, nz))
source[:hot, 0] = h
source = source.ravel()


def strip_mean(T):
    return T.reshape(nx, nz)[:hot, 0].mean() + h / (2 * k)


R_sim = strip_mean(splu(K.tocsc()).solve(source))
assert abs(R_sim / R_strip - 1) < 0.02
steps = 200
inertia = C * h**2 / (t90_strip / steps)
stepper = splu((K + inertia * identity(nx * nz)).tocsc())
T = np.zeros(nx * nz)
for _ in range(steps):
    T = stepper.solve(inertia * T + source)
assert abs(strip_mean(T) / R_sim - 0.9) < 0.01
assert t90_strip < t90 and strip_settled(t_D) > settled(t_D)

# Validity of Fourier's law
free_path = 3 * k / (C * sound)
assert free_path < 0.01 * L


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Silica thickness L", L, "um", 1)
show("Silica conductivity k", k, "W/(m K)", 1)
show("Silica heat capacity C", C, "MJ/(m^3 K)", 1)
show("Diffusivity D", D, "um^2/us")
show("Diffusion time L^2/D", t_D, "us", 2)
print(f"Diffusion time, converted: {t_D * 1e-6:.2e} s")
show("Slowest exponential time", t_slow, "us", 2)
show("Mean residence time L^2/(2D)", t_mean, "us", 2)
show("Planar 90% settling time", t90, "us", 2)
show("Settled at L^2/D, layer", 100 * settled(t_D), "%", 1)
show("Settled at L^2/D, single lumped RC", 100 * lumped, "%", 1)
show("Pulse heat still inside at L^2/D", 100 * remaining(t_D), "%", 1)
for size, value in zip((L / 2, L, 2 * L), times90):
    show(f"Simulated 90% time, L = {size:.0f} um", value, "us", 2)
show("Steady rise of hot face", rise, "K", 0)
show("Resistance of unit area L/k", L / k, "um^2 K/uW")
show("Heat capacity of unit area C L", C * L, "pJ/(um^2 K)", 2)
show("Power density", power, "uW/um^2", 1)
show("Stored heat", stored, "pJ/um^2", 1)
show("Rough silicon heat capacity", C_si, "MJ/(m^3 K)", 1)
show("Rough substrate conductivity", k_si, "W/(m K)", 0)
show("Rough silicon film conductivity", k_film, "W/(m K)", 0)
show("Silicon film thickness", film, "um", 2)
show("Film mode root y", y, "")
show("Slowest time with film", t_slow_film, "us", 2)
show("Mean time with film", t_mean_film, "us", 2)
show("Planar mean time with equal upper oxide", t_mean_clad, "us", 2)
show("Strip width", strip, "um", 1)
show("Strip resistance times width", R_strip, "um^2 K/uW")
show("Strip resistance, 2D simulation", R_sim, "um^2 K/uW")
show("Strip 90% settling time", t90_strip, "us", 2)
show("Strip settled at L^2/D", 100 * strip_settled(t_D), "%", 1)
show("Film storage time in strip", C_si * film * R_strip, "us", 2)
show("Substrate extra rise at L^2/D", 100 * extra, "% of L/k", 1)
show("Upper bound on substrate extra", 100 * extra_bound, "% of L/k", 1)
show("Rough interface resistance", R_interface, "um^2 K/uW", 2)
show("Interface share of L/k", 100 * R_interface * k / L, "%", 1)
show("Rough slope of k with temperature", 100 * k_slope, "%/K", 2)
show("Change of k at mean layer rise", 100 * k_slope * rise / 2, "%", 1)
show("Rough sound speed", sound, "m/s", 0)
show("Rough heat-carrier free path", 1000 * free_path, "nm", 2)
print("checks complete")
```

It prints:

```
Silica thickness L: 2.0 um
Silica conductivity k: 1.4 W/(m K)
Silica heat capacity C: 1.6 MJ/(m^3 K)
Diffusivity D: 0.875 um^2/us
Diffusion time L^2/D: 4.57 us
Diffusion time, converted: 4.57e-06 s
Slowest exponential time: 1.85 us
Mean residence time L^2/(2D): 2.29 us
Planar 90% settling time: 3.88 us
Settled at L^2/D, layer: 93.1 %
Settled at L^2/D, single lumped RC: 63.2 %
Pulse heat still inside at L^2/D: 10.8 %
Simulated 90% time, L = 1 um: 0.97 us
Simulated 90% time, L = 2 um: 3.88 us
Simulated 90% time, L = 4 um: 15.51 us
Steady rise of hot face: 20 K
Resistance of unit area L/k: 1.429 um^2 K/uW
Heat capacity of unit area C L: 3.20 pJ/(um^2 K)
Power density: 14.0 uW/um^2
Stored heat: 32.0 pJ/um^2
Rough silicon heat capacity: 1.7 MJ/(m^3 K)
Rough substrate conductivity: 150 W/(m K)
Rough silicon film conductivity: 60 W/(m K)
Silicon film thickness: 0.22 um
Film mode root y: 1.408
Slowest time with film: 2.31 us
Mean time with film: 2.82 us
Planar mean time with equal upper oxide: 6.86 us
Strip width: 0.5 um
Strip resistance times width: 0.356 um^2 K/uW
Strip resistance, 2D simulation: 0.357 um^2 K/uW
Strip 90% settling time: 1.85 us
Strip settled at L^2/D: 98.3 %
Film storage time in strip: 0.13 us
Substrate extra rise at L^2/D: 3.3 % of L/k
Upper bound on substrate extra: 10.6 % of L/k
Rough interface resistance: 0.01 um^2 K/uW
Interface share of L/k: 0.7 %
Rough slope of k with temperature: 0.15 %/K
Change of k at mean layer rise: 1.5 %
Rough sound speed: 4000 m/s
Rough heat-carrier free path: 0.66 nm
checks complete
```
